Second-Order Valley-Transfer Piezoresistance of Nondegenerate n-Type Silicon under [001] Stress, part 1

(Sections cited here and not found follow in the second part.)

## From stress to the quadratic coefficient

A silicon strain gauge that is read with a linear law reports the wrong stress, and the error does not cancel when the stress is reversed. Take an n-type resistor lying along the [001] axis, with the round parameters used in the second half below. In the valley-transfer model a tension of 100 MPa lowers its resistance by 6.98%, and a compression of the same size raises it by 9.23%. The linear coefficient of that model is −0.803 per GPa. Dividing the two changes by it gives a tension of 87 MPa and a compression of 115 MPa. One reading is too small and the other too large, because part of the response does not change sign with the stress. The lowest such part is quadratic, and it follows from the same redistribution of electrons that produces the linear effect.

The conduction band of silicon has six equivalent minima, or valleys, lying in pairs on the three cubic axes. Near its minimum each valley has ellipsoidal surfaces of constant energy, with a heavy mass m_l along its own axis and a light mass m_t in the two directions across it. A uniaxial stress X acts along [001], which is called z, and tension is positive. X is the load divided by the unstressed area. The valleys on z form one pair. Those on x and y form two pairs, which remain equivalent to each other under this stress.

Four assumptions define the model. Strain is linear in stress, and valley energies are linear in strain. The number of free electrons in the bar is fixed. The electrons are nondegenerate, so that Boltzmann statistics hold. Finally, each valley keeps its own masses and mobilities when the bar is stressed. The last assumption isolates valley transfer from other sources of piezoresistance, and its cost is estimated in the second half.

The strain comes first. The side faces carry no load, so the stress along x vanishes. With the elastic stiffnesses C11 and C12, and with e_xx = e_yy by symmetry, Hooke's law reads

X = C11 e_zz + 2 C12 e_xx

0 = C12 e_zz + (C11 + C12) e_xx.

The valleys respond to the difference of the two strains. Subtracting the second line from the first gives

X = (C11 − C12) e_zz + (C12 − C11) e_xx = (C11 − C12)(e_zz − e_xx).

The separate strains are needed for the shape of the bar. The second line gives e_xx = −C12 e_zz/(C11 + C12). Inserted in the first, this yields

X = e_zz [C11(C11 + C12) − 2 C12²]/(C11 + C12).

The bracket factors into (C11 − C12)(C11 + 2C12). Hence e_zz = S11 X and e_xx = S12 X, with the compliances

S11 = (C11 + C12)/[(C11 − C12)(C11 + 2C12)]

S12 = −C12/[(C11 − C12)(C11 + 2C12)].

Their difference is S11 − S12 = 1/(C11 − C12), in agreement with the subtraction above.

A valley on axis i shifts in energy by

E_i = Ξ_d (e_xx + e_yy + e_zz) + Ξ_u e_ii.

The first term, with the dilation deformation potential Ξ_d, is the same for all six valleys. It moves the whole set of minima and leaves the division of electrons among them unchanged. The second term, with the uniaxial deformation potential Ξ_u, separates the pairs:

Δ = E_z − E_x = Ξ_u (e_zz − e_xx) = Ξ_u (S11 − S12) X.

Ξ_u is positive in silicon, so tension raises the z valleys and compression lowers them. The thermal energy k_B T sets the scale on which this matters. It is convenient to define

δ = Δ/(k_B T) = sX, with s = Ξ_u (S11 − S12)/(k_B T) = Ξ_u/[(C11 − C12) k_B T].

The direction of the stress enters here as a condition. Along [001] the strain has no shear components in the cubic axes. A stress along [110] does have one, and such a shear can change valley energies at second order and valley masses at first order. The formulas below do not cover that case.

In Boltzmann statistics the number of electrons in a valley is its effective density of states times exp[(μ − E_i)/k_B T], where μ is the chemical potential. All valleys have the same masses and therefore the same density of states. The factor exp(μ/k_B T) is common, and it adjusts itself to keep the total number fixed. The share of electrons held by the z pair is therefore

w = e^(−δ)/(e^(−δ) + 2) = 1/(1 + 2e^δ),

where the 2 counts the x and y pairs.

To expand w, differentiate it with respect to δ:

w′ = −2e^δ/(1 + 2e^δ)².

Since 1 − w = 2e^δ/(1 + 2e^δ), this is w′ = −w(1 − w) = −w + w². Differentiating again gives

w″ = (−1 + 2w) w′ = w(1 − w)(1 − 2w).

Without stress w = 1/3, so w′ = −(1/3)(2/3) = −2/9 and w″ = (1/3)(2/3)(1/3) = 2/27. Taylor's formula takes half of w″:

w = 1/3 − (2/9)δ + (1/27)δ² + O(δ³).

The linear term is negative because tension empties the raised pair. The quadratic term is positive for either sign of stress: tension empties the z pair a little less than the linear law says, and compression fills it a little more. The factor 1 − 2w shows where this comes from. If one pair exchanged electrons with one other pair, w would be 1/2 without stress and w″ would vanish. The even term in the population exists because one pair exchanges electrons with two.

Next comes the mobility. Let μ_l and μ_t be the mobilities of an electron within one valley, for a field along the valley axis and across it. The heavy mass makes μ_l the smaller. A field along z acts along the axis of the z valleys and across the axis of the others, so the mean mobility per electron is

M_z = w μ_l + (1 − w) μ_t.

For a field along x, the z valleys respond with μ_t. The remaining electrons are divided equally between the x pair, which responds with μ_l, and the y pair, which responds with μ_t:

M_x = w μ_t + (1 − w)(μ_l + μ_t)/2.

At w = 1/3 both reduce to the isotropic value M_0 = (μ_l + 2μ_t)/3.

The changes are easiest to read relative to M_0. Writing M_z = μ_t − (μ_t − μ_l)w and subtracting its value at w = 1/3 gives

M_z − M_0 = −(μ_t − μ_l)(w − 1/3).

Division by M_0 multiplies the right side by 3/(μ_l + 2μ_t). With the mobility ratio K = μ_t/μ_l and the anisotropy parameter

a = (μ_t − μ_l)/(μ_l + 2μ_t) = (K − 1)/(2K + 1),

the result is

M_z/M_0 = 1 − a(3w − 1).

In the same way, M_x = (μ_l + μ_t)/2 + (μ_t − μ_l)w/2, and therefore

M_x/M_0 = 1 + (a/2)(3w − 1).

The two results satisfy M_z + 2M_x = 3M_0. This must hold, because every electron contributes μ_l + 2μ_t to the sum over the three directions, whichever valley it occupies. Transfer redistributes mobility among directions without changing the sum.

Define u = a(3w − 1). The expansion of w gives

u = −(2a/3)δ + (a/9)δ² + O(δ³).

The square of u is (4a²/9)δ² plus terms of third order. Resistance involves the inverse mobility. Along the stress, 1/(1 − u) = 1 + u + u² + …, so

M_0/M_z = 1 − (2a/3)δ + [a/9 + 4a²/9]δ² + O(δ³).

Across the stress, 1/(1 + u/2) = 1 − u/2 + u²/4 − …, so

M_0/M_x = 1 + (a/3)δ + [−a/18 + a²/9]δ² + O(δ³).

Collecting factors, the two quadratic coefficients are (a/9)(1 + 4a) and −(a/18)(1 − 2a).

Each bracket has two parts of different origin. The part linear in a is the curvature of the population. The part in a² would be present even if the population were strictly linear in stress. It arises because resistance is the inverse of mobility: a fall in mobility by some fraction raises the resistance by more than an equal rise in mobility lowers it. This inversion part is positive in both directions. Along the stress the population part is positive too, and the two add. Across the stress it is negative, and they oppose each other.

The sign of the transverse result follows from 1 − 2a = 3/(2K + 1), which is positive. For K greater than 1 the population part therefore wins and the coefficient is negative, but it becomes small when K is large. In the limit of infinite K, a tends to 1/2 and the quadratic term vanishes. The full expression shows why. With a = 1/2 the mobility ratio is M_x/M_0 = (3/4)(1 + w), whose inverse is

M_0/M_x = (4/3)(1 + 2e^δ)/(2 + 2e^δ) = (4/3)[1 − (1/2)/(1 + e^δ)].

The function 1/(1 + e^δ) differs from 1/2 by an odd function of δ, so no even power remains. In the opposite limit K = 1, a vanishes. Electrons still move between valleys, but they have the same mobility wherever they are, and the mean mobility does not change.

The change of shape remains to be included. Let the bar have length L along the current, cross-section A_c and N free electrons. Its electron density is N/(A_c L), its conductivity is eNM/(A_c L), and its resistance is

R = L/(conductivity × A_c) = L²/(eNM),

where e is the elementary charge and M the mean mobility in the direction of the current. The cross-section has cancelled: at a given length, a thinner bar holds its fixed number of electrons at a higher density. Straining the bar multiplies L by 1 + S11 X if the current runs along the stress, and by 1 + S12 X if it runs across. Hence

R_L/R_0 = (1 + S11 X)² M_0/M_z

R_T/R_0 = (1 + S12 X)² M_0/M_x,

with L for longitudinal and T for transverse.

Write each ratio as R/R_0 = 1 + AX + BX² + O(X³). The shape factor is 1 + 2S11 X + S11² X² in the first case. Its product with the mobility factor has three contributions at order X²: the quadratic term of the mobility factor, the product of the two linear terms, which is 2S11 × (−2as/3), and the square S11². Thus

A_L = −(2a/3)s + 2S11

B_L = (a/9)(1 + 4a)s² − (4a/3)S11 s + S11².

For the transverse bar the linear terms are 2S12 and as/3, which gives

A_T = (a/3)s + 2S12

B_T = −(a/18)(1 − 2a)s² + (2a/3)S12 s + S12².

The terms in s² are the valley-transfer correction. Those containing a compliance outside s come from the change of length. They are complete for strain linear in stress, but elasticity has second-order terms of its own, which enter B at a comparable level. The shape terms in B are therefore a measure of size and not a refinement to be relied on.

Without the shape terms, slope and curvature are tied together. Let r_1 = −(2a/3)δ be the linear part of the longitudinal change. Its square is (4a²/9)δ², so the quadratic part is

r_2 = (a/9)(1 + 4a)δ² = [(1 + 4a)/(4a)] r_1².

The deformation potential, the stiffness and the temperature have dropped out. Within this model the slope and the mobility ratio K fix the curvature.

Valley transfer and the change of shape now give the linear and quadratic coefficients along and across the stress, and without the shape terms the longitudinal slope and K fix the curvature. What remains is to find the size of the correction for a real bar, the stress at which the expansion fails, and the cost of holding the valley mobilities fixed.
